# Why more avalanche gain can worsen a receiver's signal-to-noise ratio

## A case that can be seen through

Let electrons and holes ionize equally well in an avalanche layer of width $W$, with the same probability $\alpha$ per unit length. A pair is created at depth $x$. Its electron travels the distance $W-x$ to one side and its hole the distance $x$ to the other, so together they cover $W$ wherever the pair was born. The number of new pairs they make directly is Poisson distributed with mean $a=\alpha W$, provided that carriers ionize independently and need no run-up distance.

Let $N$ be the total number of pairs in the avalanche, the first included, and $M=\langle N\rangle$ the gain. Each direct descendant starts an avalanche with the same statistics, so

$$M=1+aM,\qquad M=\frac{1}{1-a}\qquad(a<1).$$

For the fluctuations, let $K$ be the Poisson number of direct descendants. A sum of $K$ independent copies of $N$ has variance $\langle K\rangle\,\mathrm{Var}N+\mathrm{Var}K\,M^2$. Since $\langle K\rangle=\mathrm{Var}K=a$, this equals $a(\mathrm{Var}N+M^2)=a\langle N^2\rangle$. It is also the variance of $N$ itself, because the first pair adds a constant. Hence

$$\langle N^2\rangle=M^2+a\langle N^2\rangle,\qquad \langle N^2\rangle=\frac{M^2}{1-a}=M^3 .$$

Now let light release on average $n$ primary electrons in a time window, with Poisson statistics, and let the amplifier add noise of rms value $s$, counted in electrons. The mean output is $nM$. By the same rule for Poisson sums, its variance is $n\langle N^2\rangle+s^2=nM^3+s^2$. The signal-to-noise ratio, defined here as squared mean over variance, is

$$\mathrm{SNR}=\frac{n^2M^2}{nM^3+s^2}=\frac{n}{M+A/M^2},\qquad A=\frac{s^2}{n}.$$

Take $A=4$. Without gain the ratio is $n/5$. At $M=2$ it is $n/3$, at $M=4$ it is $n/4.25$, and at $M=8$ it is about $n/8$. A gain of eight is worse than no gain at all.

## The belief and its appeal

The belief is that a receiver becomes more sensitive the higher its avalanche gain. The argument for it is sound as far as it goes. Amplifier noise enters after the multiplication, so gain lifts the signal above it. If every primary electron gave the same number $M$ of electrons, the output variance would be $nM^2+s^2$ and

$$\mathrm{SNR}_{\text{noiseless gain}}=\frac{n}{1+s^2/(nM^2)} .$$

This rises with every increase of $M$ and approaches the shot-noise limit $n$. More gain might become useless, but it could never do harm.

The hidden premise is that all avalanches have the same size. They do not, and the spread of their sizes can grow faster than their mean. The equal-ionization case is the extreme one in the range treated here, so the question is what remains when holes ionize less than electrons.

## The excess noise factor for unequal ionization

Let electrons ionize with coefficient $\alpha$ and move towards $x=W$. Let holes ionize with $\beta=k\alpha$, $0\le k\le1$, and move towards $x=0$. Both coefficients are constant across the layer, and primary electrons enter at $x=0$. The mean size $m(x)$ of an avalanche begun by a pair at $x$ obeys

$$m(x)=1+\alpha\int_x^W m\,dx'+\beta\int_0^x m\,dx' .$$

Differentiation gives $m'=-(\alpha-\beta)m$. At the two ends,

$$m(0)-1=\alpha\int_0^W m\,dx',\qquad m(W)-1=\beta\int_0^W m\,dx' .$$

The second right-hand side is $k$ times the first. With $M=m(0)$,

$$m(W)=kM+1-k .$$

For the variance $V(x)$, divide the paths into short segments. A segment $dx'$ holds an ionization with probability $\alpha\,dx'$ or $\beta\,dx'$ and then contributes an avalanche with second moment $m^2+V$. To first order in $dx'$ its variance is the probability times this second moment, and segments are independent. Therefore

$$V(x)=\alpha\int_x^W(m^2+V)\,dx'+\beta\int_0^x(m^2+V)\,dx' ,$$

$$V'=-(\alpha-\beta)(m^2+V),\qquad V(W)=kV(0).$$

Write $V=mu$. Then $m'u+mu'=-(\alpha-\beta)m^2-(\alpha-\beta)mu$. The terms in $u$ cancel because $m'=-(\alpha-\beta)m$. What is left is $u'=-(\alpha-\beta)m=m'$, so $u=m+c$ and $V=m^2+cm$ with a constant $c$.

The end condition fixes $c$:

$$m(W)^2+c\,m(W)=k(M^2+cM)\;\Rightarrow\; c\,[m(W)-kM]=kM^2-m(W)^2 .$$

The bracket equals $1-k$. On the right, $m(W)^2=k^2M^2+2k(1-k)M+(1-k)^2$, and $kM^2-k^2M^2=k(1-k)M^2$. For $k\neq1$, division by $1-k$ gives

$$c=kM^2-2kM-(1-k).$$

The excess noise factor $F=\langle N^2\rangle/M^2$ compares the second moment with that of noiseless gain. Since $\langle N^2\rangle=M^2+V(0)=2M^2+cM$,

$$F=2+\frac cM=kM+(1-k)\left(2-\frac1M\right).$$

For $k\to1$ this becomes $F=M$, the result of the opening case. For $k=0$ it stays below 2. Feedback by holes is what lets $F$ grow without limit: a hole runs back and restarts the multiplication near the entrance, so a few avalanches become very large.

## Where gain stops helping

Let $n_d$ primary dark electrons per window be multiplied in the same way as the signal. The mean signal is $nM$ and the variance is $(n+n_d)M^2F+s^2$, so

$$\mathrm{SNR}=\frac{n^2}{(n+n_d)\,D(M)},\qquad D=F+\frac{A}{M^2},\qquad A=\frac{s^2}{n+n_d}.$$

The number $A$ is the ratio of amplifier noise power to shot noise power before multiplication. At fixed light it does not depend on $M$, provided that the bandwidth, the amplifier noise and the primary dark current do not either. The derivative is

$$D'=k+\frac{1-k}{M^2}-\frac{2A}{M^3}=\frac{kM^3+(1-k)M-2A}{M^3}.$$

The numerator increases with $M$, since its own derivative $3kM^2+1-k$ is positive for $M\ge1$. It can change sign only once, from negative to positive. The SNR therefore has a single maximum, at

$$kM^3+(1-k)M=2A ,$$

and every further increase of gain lowers it. At $M=1$ the numerator is $1-2A$, whatever the value of $k$. If $A\le\tfrac12$, the maximum lies at $M=1$ and no gain helps.

This also makes precise what it means for amplifier noise to be overcome. At an optimum above $M=1$, $D'=0$ reads $F'=2A/M^3$, so the ratio of amplifier noise to multiplied shot noise is

$$\frac{A/M^2}{F}=\frac{MF'}{2F}.$$

From the formula for $F$,

$$F-MF'=(1-k)\left(2-\frac1M\right)-\frac{1-k}{M}=2(1-k)\left(1-\frac1M\right)\ge0 ,$$

so the ratio is at most $\tfrac12$. At the turning point amplifier noise is the smaller contribution, but it need not be negligible.

Two limits show how much harm excess gain does. For $k>0$ and large $M$, $D\approx kM$, and the SNR falls as $1/M$. For $k=0$ the optimum is $M=2A$, where

$$D=2-\frac1{2A}+\frac{A}{4A^2}=2-\frac{1}{4A}.$$

Without dark current the SNR then sinks from $n/(2-1/(4A))$ to $n/2$. For large $A$ this fall is hardly noticeable. So when amplifier noise dominates before multiplication, the belief is nearly right for a material in which only the injected carrier type ionizes.

## A number

Take round model values: $k=0.1$, bandwidth $B=10$ GHz, amplifier noise $\sigma=1$ µA rms, photocurrent before gain $I=1$ µA, and no dark current. A charge count with variance $n$ in a window $T$ means a current variance $q^2n/T^2=qI/T$, where $q$ is the elementary charge. This equals the usual shot noise $2qIB$ if $T=1/(2B)=50$ ps. Then $n=IT/q=312.1$ and $s=\sigma T/q=312.1$. They agree because the two currents were chosen equal. Hence $A=s^2/n=312.1$.

The cubic $0.1M^3+0.9M=624.2$ has the root $M=18.25$. There

$$\mathrm{SNR}=\frac{312.1}{3.576+0.937}=69.2\quad(18.4\ \text{dB}),$$

and amplifier noise is 0.26 of the multiplied shot noise. At $M=100$,

$$\mathrm{SNR}=\frac{312.1}{11.791+0.031}=26.4 .$$

Raising the gain from 18.25 to 100 removes 0.91 from the amplifier term and adds 8.2 to $F$. The SNR drops to 38 % of its maximum. With noiseless gain it would have risen from 161 to 303.

The case for moderate gain is just as clear, since the SNR without gain is 1.0. The best gain depends on the light. When $kM^2\gg1-k$, the cubic gives $M\approx(2A/k)^{1/3}$, and without dark current $A\propto1/I$. Ten times more light should thus lower the optimum by about $10^{1/3}\approx2.2$. The computed optima are 39.6, 18.2 and 8.2 for 0.1, 1 and 10 µA. Above $I=\sigma^2/(qB)=624$ µA, where $A$ falls below $\tfrac12$, gain cannot raise the SNR in this model. A primary dark current of 1 µA doubles the shot noise and moves the optimum from 18.2 to 14.4.

The cause was also tested by simulating avalanches one ionization at a time, with $k=0.2$, $n=10$ and $s=20$. At gains of 2, 7 and 20 the simulated SNR was 0.86, 2.69 and 1.76. With the same primary electrons and amplifier noise, but each electron multiplied by a fixed $M$, it was 0.91, 5.48 and 9.19. Only the spread of avalanche sizes differs between the two series.

## Sensitivity of a digital link

Sensitivity often means something else: the least light that gives a required error rate. This is a different optimization, because the off-bit counts as well. Letting the light vary would not by itself change the best gain: the least light for a required SNR is reached at the gain that maximizes the SNR at that light. We begin with the usual Gaussian estimate and then ask how far it can be trusted.

Let an on-bit bring $n_1$ signal electrons and an off-bit none, with the bit time equal to the window. Approximate both outputs by Gaussians with variances

$$s_0^2=s^2+M^2Fn_d,\qquad s_1^2=s_0^2+M^2Fn_1 .$$

Place the decision threshold $Q$ standard deviations above the off level and $Q$ below the on level, so that both errors are equally likely. The separation of the levels is then $Mn_1=Q(s_1+s_0)$. Dividing $s_1^2-s_0^2=M^2Fn_1$ by $s_1+s_0=Mn_1/Q$ gives $s_1-s_0=QMF$. Subtracting this from the sum gives $2s_0=Mn_1/Q-QMF$, or

$$n_1=Q^2F+\frac{2Qs_0}{M}.$$

Without dark current $s_0=s$, and

$$\frac{dn_1}{dM}=\frac{Q^2}{M^2}\left[kM^2+1-k-\frac{2s}{Q}\right].$$

For $k>0$ the bracket increases with $M$. If $2s/Q>1$, the estimated light has one minimum, at

$$M=\sqrt{\frac{2s/Q-1+k}{k}} .$$

If $2s/Q\le1$, the estimate is lowest without gain. For $k=0$ and $2s/Q>1$ the bracket stays negative, and $n_1=2Q^2+(2Qs-Q^2)/M$ keeps falling towards $2Q^2$. The condition differs from that for the SNR because the link also depends on the off-bit, whose noise without dark current is amplifier noise alone.

For $Q=6$, an error probability of about $10^{-9}$, the example has $2s/Q=104.0$ and $M=\sqrt{(104.0-0.9)/0.1}=32.1$. There $F=4.983$ and

$$n_1=36\times4.983+\frac{12\times312.1}{32.11}=179.4+116.6=296.0 .$$

With half the bits on, quantum efficiency $\eta=0.8$ and photon energy $h\nu$ at 1310 nm, the mean optical power is $n_1h\nu/(2\eta T)=0.56$ µW, or $-32.5$ dBm. Without gain the estimate is 11.1 dB higher. At $M=100$ it is 1.9 dB above its minimum, and at $M=300$ it is 2.2 µW.

For an off-bit that carries neither light nor dark electrons, the rise beyond $M=32$ is a product of the Gaussian approximation, not of the avalanche. Without dark current the off-bit contains only amplifier noise, so a fixed threshold gives it the same error probability at every gain. Now raise $\alpha$ and $\beta$ together at fixed $k$. The stronger layer can be pictured as the weaker one with extra ionizations added: every avalanche keeps the pairs it had and may receive more. The on-bit output can only grow, so it falls below the threshold less often. In this model, with an empty off-bit, more gain therefore never raises the light that the link needs, whatever the value of $k$. With the exact distribution of avalanche sizes the example needs about 212, 142 and 122 electrons at $M=32$, 100 and 300, against 296, 462 and 1157 in the Gaussian estimate. The estimate is already about 1.5 dB too high at its own minimum.

The Gaussian misses this because it knows the avalanches only by their mean and variance. A few very large avalanches make the variance large, and the Gaussian spreads it equally above and below the mean. The real distribution of the output is skewed. It widens on both sides of the mean, but at high gain its far lower tail, where an on-bit is misread, is much thinner than the Gaussian one. A lower SNR thus need not mean more errors. With primary dark current, or with light left in the off-bit, the argument no longer holds, since large avalanches then also lift off-bits over the threshold. Very little is needed. In the example, with exact avalanche statistics and equal error rates, a primary dark current of 1 nA gives on-bit counts of about 455, 283, 288 and 412 at $M=10$, 20, 32 and 60. An off-bit with a tenth of the on-bit light and no dark current gives about 541, 411, 463 and 702. In both cases the best gain is finite, and real links generally have both.

## What the argument needs

The test for harmful gain does not need the particular formula for $F$, although whether there is a turning point, and where it lies, depends on $F$. For any smooth $F(M)$, a small increase of gain lowers the SNR at fixed light whenever $M^3F'(M)>2A$. The formula for $F$ does rest on a constant ratio $k$ of the ionization coefficients and on carriers that can ionize at once. The coefficients themselves may vary across the layer: $u'=m'$ and both end conditions remain true if $\alpha$ depends on $x$ and $\beta=k\alpha$ everywhere. Where the layer is so thin that the run-up distance matters, $F$ must be found anew.

The bandwidth was held fixed. If avalanches last longer than the window, charge spills into neighbouring bits, and the expressions above no longer apply. The higher gains of the example come close to this. For $k=0.1$ and equal carrier speeds, the pairs appear on average about 2.9, 8.2 and 24 transit times after the primary electron enters at $M=32$, 100 and 300. For a layer of 0.2 µm crossed at $10^5$ m/s this is about 6, 16 and 48 ps, against a window of 50 ps. The power figures for the link, and the gain at which they are lowest, belong to the Gaussian approximation, which leaves out the skewed tail of avalanche sizes.

Finally, the analysis concerns a detector below breakdown, whose output is proportional to the light. A single-photon detector biased above breakdown registers whether an avalanche occurred, not how large it was, so this SNR is not its figure of merit. The numerical output gives the values at further gains, with the link powers in the Gaussian estimate.

## Numbers as computed

```
Ionization ratio k = 0.10
Bandwidth B = 10.0 GHz; window T = 50.0 ps
Amplifier noise = 1.00 uA rms = 312.1 electrons
Primary photocurrent = 1.00 uA; n = 312.1 electrons
Amplifier/unmultiplied shot noise power A = 312.1
Wavelength = 1310 nm; efficiency = 0.80
Q = 6.0; error probability = 9.866e-10
Columns: gain M, F, A/M^2, SNR, SNR if F=1, link power (uW)
   1.00   1.000  312.0755    0.997     1.00   7.1666
   3.00   1.800   34.6751    8.556     8.75   2.4889
  10.00   2.710    3.1208   53.522    75.73   0.8948
  18.25   3.576    0.9371   69.155   161.10   0.6330
  32.11   4.983    0.3026   59.039   239.58   0.5611
 100.00  11.791    0.0312   26.397   302.63   0.8756
 300.00  31.797    0.0035    9.814   311.00   2.1934
Gain of maximum SNR = 18.25
Maximum SNR = 69.16 = 18.40 dB
Amplifier/multiplied shot noise there = 0.262
SNR at M=100 / maximum SNR = 0.382
Photocurrent 0.1 uA: best SNR gain = 39.59
Photocurrent 1.0 uA: best SNR gain = 18.25
Photocurrent 10.0 uA: best SNR gain = 8.20
Gain cannot raise SNR above photocurrent 624.2 uA
With 1.0 uA primary dark current: best SNR gain = 14.41
Link ratio 2s/Q = 104.03
Gain of minimum link power = 32.11
On-bit signal there = 296.0 electrons
Minimum mean power = 0.5611 uW = -32.51 dBm
Power penalty at M=100 = 1.93 dB
Power penalty at M=1 = 11.06 dB
k=0 on-bit signal (electrons) at M=1,10,100,1000,10000:
  3780.9, 442.9, 109.1, 75.7, 72.4
Simulation: k=0.2, n=10, s=20 electrons, 40000 windows
Columns: M, F simulated, F formula, SNR sim., SNR formula, quiet gain
  2.0   1.604   1.600   0.859   0.862   0.905
  7.0   2.885   2.886   2.690   2.701   5.478
 20.0   5.612   5.560   1.757   1.767   9.189
```
